# Brownian-Oscillator Line Shape, Gap Variance and Stokes Shift by Two Routes

Suppose that the electronic energy gap of a molecule in a bath is modelled as a classical random function of time, with a variance adjusted to the width of the absorption band. Emission computed from the same random function lies on top of absorption: the model has a width but no Stokes shift. Adding the shift by hand leaves two adjustable numbers where, for a Gaussian gap and classical nuclei at a given temperature, thermal equilibrium allows one. The missing element is the back-action of the excited state on the bath, which fixes the imaginary part of the line-shape function and, at high temperature, ties the shift of the mean energy to the variance of the band.

## The model and the cumulant formula

Let the nuclear Hamiltonians of the ground and excited states be

$$H_e=H_g+E_v+U,\qquad U=\kappa q,\qquad \langle U\rangle_g=0 .$$

Here $E_v$ is the mean vertical gap and $q$ a mass-weighted coordinate of frequency $\omega_0$, coupled to a bath of harmonic oscillators:

$$H_g=\frac{p^2}{2}+\frac{\omega_0^2q^2}{2}+\sum_k\left[\frac{p_k^2}{2}+\frac{\omega_k^2}{2}\Big(x_k-\frac{c_kq}{\omega_k^2}\Big)^2\right].$$

In the excited state the potential along $q$, with the bath relaxed, is $\omega_0^2q^2/2+\kappa q$. Its minimum is at $q=-\kappa/\omega_0^2$ and lies lower by the reorganization energy

$$\lambda=\frac{\kappa^2}{2\omega_0^2}.$$

The frequencies are the same in both states, so the 0-0 energy is $E_0=E_v-\lambda$.

The transition dipole is taken as constant, and the frequency prefactors of the measured spectra are divided out. The normalized absorption profile is the sum of $P_g|\langle e|g\rangle|^2\delta(E-E_e+E_g)$ over vibrational states. Writing the delta function as a time integral gives

$$A(E)=\frac1{2\pi\hbar}\int_{-\infty}^{\infty}dt\,e^{iEt/\hbar}\Phi_a(t),\qquad \Phi_a=\langle e^{iH_gt/\hbar}e^{-iH_et/\hbar}\rangle_g .$$

With $U(t)=e^{iH_gt/\hbar}Ue^{-iH_gt/\hbar}$, differentiating the product of exponentials and integrating back gives a time-ordered exponential:

$$\Phi_a=e^{-iE_vt/\hbar}\Big\langle T\exp\Big[-\frac i\hbar\int_0^tU(\tau)d\tau\Big]\Big\rangle_g .$$

Define $C(t)=\langle U(t)U(0)\rangle_g$ and

$$g(t)=\frac1{\hbar^2}\int_0^td\tau_1\int_0^{\tau_1}d\tau_2\,C(\tau_1-\tau_2).\tag{1}$$

Since $U$ is linear in harmonic coordinates, odd averages vanish, and Wick's theorem splits the average of $2n$ factors into $(2n-1)!!$ pairings. Each pair, integrated over the full square of times, gives $2\hbar^2g$. The term of order $2n$ is therefore

$$\frac{(-1)^n}{\hbar^{2n}(2n)!}(2n-1)!!\,(2\hbar^2g)^n=\frac{(-g)^n}{n!},$$

because $(2n)!=2^nn!\,(2n-1)!!$. The sum is

$$\Phi_a(t)=e^{-iE_vt/\hbar-g(t)}.\tag{2}$$

The second-order cumulant is thus exact for this model. For a gap that is not Gaussian it is a truncation.

Both routes below lead to the high-temperature form

$$g(t)\simeq\frac{2\lambda kT}{\hbar^2}\int_0^td\tau_1\int_0^{\tau_1}d\tau_2M(\tau_2)-\frac{i\lambda}{\hbar}\int_0^t[1-M(\tau)]d\tau,\tag{3}$$

where $M$ is the normalized relaxation function of the oscillator. They also give the variance $\sigma^2=2\lambda kT$ and the Stokes shift $2\lambda$.

## First derivation: quantum normal modes

**Correlation function.** Write $U=\sum_j\kappa_jQ_j$ in normal modes of frequency $\Omega_j$. For one mode, $Q_j(t)=\sqrt{\hbar/2\Omega_j}\,(a_je^{-i\Omega_jt}+a_j^\dagger e^{i\Omega_jt})$, and $2\bar n_j+1=\coth(\hbar\Omega_j/2kT)$, so

$$\langle Q_j(t)Q_j(0)\rangle=\frac{\hbar}{2\Omega_j}\Big[\coth\frac{\hbar\Omega_j}{2kT}\cos\Omega_jt-i\sin\Omega_jt\Big].$$

With $J(\omega)=\frac\pi2\sum_j(\kappa_j^2/\Omega_j)\,\delta(\omega-\Omega_j)$ this becomes

$$C(t)=\frac\hbar\pi\int_0^\infty d\omega J(\omega)\Big[\coth\frac{\hbar\omega}{2kT}\cos\omega t-i\sin\omega t\Big].\tag{4}$$

The reorganization energy is $\lambda=\sum_j\kappa_j^2/2\Omega_j^2=\frac1\pi\int_0^\infty(J/\omega)\,d\omega$.

**Spectral density.** The equations of motion are $\ddot x_k=-\omega_k^2x_k+c_kq$ and $\ddot q=-\omega_0^2q+\sum_kc_k(x_k-c_kq/\omega_k^2)$. Solving the first and integrating by parts once gives

$$\ddot q+\int_0^t\eta(t-t')\dot q(t')dt'+\omega_0^2q=\xi(t),\qquad \eta(t)=\sum_k\frac{c_k^2}{\omega_k^2}\cos\omega_kt.$$

The force $\xi$ contains only the initial values $x_k(0)-c_kq(0)/\omega_k^2$ and $p_k(0)$. An Ohmic bath has $\eta(t)=2\gamma\delta(t)$. Half of the delta function lies inside the integration range, so the friction term is $\gamma\dot q$. The response of $q$ to a force varying as $e^{-i\omega t}$ is then $\chi=1/(\omega_0^2-\omega^2-i\gamma\omega)$. In normal modes the same response is $\sum_j(\kappa_j/\kappa)^2/[\Omega_j^2-(\omega+i0)^2]$, whose imaginary part for $\omega>0$ is $J/\kappa^2$. With $\kappa^2=2\lambda\omega_0^2$,

$$J(\omega)=\frac{2\lambda\omega_0^2\gamma\omega}{(\omega_0^2-\omega^2)^2+\gamma^2\omega^2}.\tag{5}$$

**Line-shape function.** The double time integral (1) turns $\cos\omega t$ into $(1-\cos\omega t)/\omega^2$ and $\sin\omega t$ into $(\omega t-\sin\omega t)/\omega^2$:

$$g(t)=\frac1{\pi\hbar}\int_0^\infty d\omega\frac{J}{\omega^2}\Big[\coth\frac{\hbar\omega}{2kT}(1-\cos\omega t)+i(\sin\omega t-\omega t)\Big].\tag{6}$$

For a closed form, use that $J$ and $\coth$ are odd. For $t>0$,

$$C(t)=\frac{\hbar}{2\pi}\int_{-\infty}^\infty d\omega\,J(\omega)\Big[\coth\frac{\hbar\omega}{2kT}+1\Big]e^{-i\omega t},$$

which closes in the lower half-plane as $-i\hbar$ times the sum of residues. Let $\zeta^2=\omega_0^2-\gamma^2/4$ and $\phi_\pm=\gamma/2\pm i\zeta$. The denominator of $J$ is the product of $\omega^2-\omega_0^2+i\gamma\omega$ and $\omega^2-\omega_0^2-i\gamma\omega$. The first factor vanishes at $\omega=-i\phi_\pm$, where its derivative is $\pm2\zeta$ and the second factor equals $-2i\gamma\omega$. The residue of $J$ is therefore $\pm i\lambda\omega_0^2/2\zeta$, and $\coth(-iy)=i\cot y$. At $\omega=-i\nu_n$, with $\nu_n=2\pi nkT/\hbar$ and $n\ge1$, the hyperbolic cotangent has residue $2kT/\hbar$. Together,

$$C(t)=\frac{\hbar\lambda\omega_0^2}{2\zeta}\sum_\pm\pm\Big[1+i\cot\frac{\hbar\phi_\pm}{2kT}\Big]e^{-\phi_\pm t}-4\lambda\omega_0^2\gamma kT\sum_{n\ge1}\frac{\nu_ne^{-\nu_nt}}{D_n},\tag{7}$$

with $D_n=(\omega_0^2+\nu_n^2)^2-\gamma^2\nu_n^2$. The double integral of $e^{-at}$ is $F(a)/a^2$ with $F(a)=e^{-at}+at-1$, so

$$g(t)=\frac{\lambda\omega_0^2}{2\hbar\zeta}\sum_\pm\pm\Big[1+i\cot\frac{\hbar\phi_\pm}{2kT}\Big]\frac{F(\phi_\pm)}{\phi_\pm^2}-\frac{4\lambda\omega_0^2\gamma kT}{\hbar^2}\sum_{n\ge1}\frac{F(\nu_n)}{\nu_nD_n}.\tag{8}$$

Overdamping makes $\zeta$ imaginary and leaves the formula valid. Critical damping and coincident poles are taken as limits.

**High temperature.** Define $M(t)=\frac1{\pi\lambda}\int_0^\infty(J/\omega)\cos\omega t\,d\omega$, so that $M(0)=1$. Comparison with (4) gives $\mathrm{Im}\,C=\hbar\lambda\dot M$. In (7) the imaginary part comes from the 1 in the bracket, hence

$$\dot M=-\frac{\omega_0^2}{\zeta}e^{-\gamma t/2}\sin\zeta t,\qquad M=e^{-\gamma t/2}\Big[\cos\zeta t+\frac{\gamma}{2\zeta}\sin\zeta t\Big].\tag{9}$$

Integrating $\hbar\lambda\dot M$ twice gives the imaginary part of (3), which therefore holds at any temperature.

For the real part, the expansion $\coth x=1/x+\sum_{n\ge1}2x/(x^2+n^2\pi^2)$ shows that $0\le\coth x-1/x\le x/3$ for $x>0$. Keeping $1/x=2kT/\hbar\omega$ turns $\mathrm{Re}\,C$ into $2\lambda kT\,M(t)$, which is the real part of (3). Inserting the bound $x/3$ into (6) limits the error:

$$0\le\mathrm{Re}\,g-\mathrm{Re}\,g_{\rm cl}\le\frac{\lambda[1-M(t)]}{6kT}.$$

The variance is $\sigma^2=C(0)$. From (9), $\ddot M(0)=-\omega_0^2$, so $\int_0^\infty J\omega\,d\omega=\pi\lambda\omega_0^2$, and the same bound yields

$$0\le\sigma^2-2\lambda kT\le\frac{\lambda(\hbar\omega_0)^2}{6kT}.\tag{10}$$

A sufficient condition for $\sigma^2\simeq2\lambda kT$ is thus $(\hbar\omega_0)^2\ll12(kT)^2$, whatever the size of $\lambda$.

**Emission.** Emission starts from equilibrium under $H_e$. There $q$ is displaced by $-\kappa/\omega_0^2$, so $\langle U\rangle_e=-\kappa^2/\omega_0^2=-2\lambda$. The fluctuation $\delta U=U+2\lambda$ has the same $C(t)$, because a linear force moves a harmonic potential without changing its frequencies. The emission profile is the transform of $\Phi_e=\langle e^{-iH_et/\hbar}e^{iH_gt/\hbar}\rangle_e$. Its complex conjugate is $\langle e^{iH_et/\hbar}e^{-iH_gt/\hbar}\rangle_e$, since the density operator commutes with $H_e$. Now $H_g=H_e-(E_v-2\lambda)-\delta U$, and the sign of $\delta U$ is immaterial in a second-order cumulant. Therefore

$$\Phi_e(t)=e^{-i(E_v-2\lambda)t/\hbar-g^*(t)}.\tag{11}$$

The mean energy of a band is $i\hbar\dot\Phi(0)$, and $\dot g(0)=0$. The means are $E_v$ and $E_v-2\lambda$, and their difference is $2\lambda$ at every temperature in this model. Relative to $E_0$, the two functions are complex conjugates, so the bands are mirror images about $E_0$.

## Second derivation: classical equilibrium and response

**Variance and shift.** Now treat the nuclei classically. Integrating the Boltzmann factor over the bath gives a constant independent of $q$, because the bath terms depend on the shifted coordinates $x_k-c_kq/\omega_k^2$. What remains is $\exp(-\omega_0^2q^2/2kT)$, so $\langle q^2\rangle=kT/\omega_0^2$ and

$$\sigma^2=\kappa^2\frac{kT}{\omega_0^2}=2\lambda kT .$$

The shift follows from the distribution of $U$ alone. The two Hamiltonians differ by $E_v+U$, so the Boltzmann distributions obey $p_e(U)\propto p_g(U)e^{-U/kT}$. For a Gaussian $p_g$,

$$-\frac{U^2}{2\sigma^2}-\frac{U}{kT}=-\frac{(U+\sigma^2/kT)^2}{2\sigma^2}+\text{const}.$$

The distribution moves by $-\sigma^2/kT=-2\lambda$ and keeps its width. The factor $e^{-U/kT}$ favours low values of the gap in the excited state, and the wider the ground-state distribution, the further this factor moves it.

**Real part of $C$.** Multiply the Langevin equation $\ddot q+\gamma\dot q+\omega_0^2q=\xi$ by $q(0)$ and average. In equilibrium the initial values contained in $\xi$ have zero mean for any given $q(0)$, so the right side vanishes. The classical correlation function then obeys the equation of a damped oscillator, with initial value $2\lambda kT$ and zero initial slope because $\langle\dot qq\rangle=0$. Its solution is $2\lambda kT\,M(t)$, with $M$ as in (9).

**Imaginary part of $C$.** If this were all, $g$ would be real. Each band would be symmetric about its own mean, and the two peaks would stay $2\lambda$ apart however fast the bath, because nothing in $g$ would describe the relaxation that follows excitation. Let the molecule be excited suddenly at $t=0$. A constant force $-\kappa$ then acts on $q$, and the mean coordinate obeys

$$\ddot{\bar q}+\gamma\dot{\bar q}+\omega_0^2\bar q=-\kappa,\qquad\bar q(0)=\dot{\bar q}(0)=0 .$$

Its solution is $\bar q=-(\kappa/\omega_0^2)[1-M(t)]$, so the mean gap falls as

$$\bar U(t)=-2\lambda[1-M(t)].\tag{12}$$

Quantum linear response to the added term $U$ gives the same quantity as

$$\bar U(t)=-\frac i\hbar\int_0^t\langle[U(\tau),U(0)]\rangle d\tau=\frac2\hbar\int_0^t\mathrm{Im}\,C(\tau)d\tau,$$

since the commutator average is $2i\,\mathrm{Im}\,C$. Differentiating and using (12), $\mathrm{Im}\,C=\frac\hbar2\dot{\bar U}=\hbar\lambda\dot M$. Inserting both parts of $C$ into (1) reproduces (3). The imaginary part of $g$ thus records the relaxation of the gap after excitation.

## What each derivation assumes

Both routes use the cumulant formula (2), hence a Gaussian gap and a constant transition dipole. The first also needs the quantum thermal state of every mode. In return it holds at any temperature, gives (8), and bounds the error of the classical form.

The second replaces the quantum distribution by the classical one and so cannot estimate its own error. Its static part asks for less, however: $\sigma^2=kT\times(\text{shift of the mean gap})$ needs a classical bath and a Gaussian $p_g(U)$, but neither an Ohmic bath nor a single oscillator. It fails if the two states have different force constants, since $U$ then contains $q^2$ and is not Gaussian.

Strict Ohmic damping has a limit of its own. At large $\omega$, $J\omega^2\coth(\hbar\omega/2kT)$ falls only as $1/\omega$, so $\ddot C(0)$, and with it the fourth moment of the band, diverges logarithmically. A finite bath cutoff removes this. The mean and the variance are unaffected by the divergence.

## A slow bath

Take the round values $E_v=2000$ meV, $\lambda=50$ meV, $\hbar\omega_0=\hbar\gamma=10$ meV and $T=300$ K, so $kT=25.85$ meV. Then

$$2\lambda kT=2(50)(25.852)=2585\ \text{meV}^2,\qquad\sqrt{2\lambda kT}=50.8\ \text{meV}\;(410\ \text{cm}^{-1}).$$

The full variance is 2616 meV², larger by 1.2%. The excess of 31 meV² respects the bound (10), $50(10)^2/[6(25.852)]=32$ meV². At 30 K, where $kT$ is below $\hbar\omega_0$, the full variance is 1.78 times the classical value: zero-point motion keeps the band broad.

At $t=40$ fs, $\mathrm{Re}\,g=4.69$, so $|\Phi_a|$ has fallen to about 0.01 while $\omega_0t$ is only 0.6. By (12), the mean gap has then completed only about 15% of its relaxation, so the spectrum is formed largely before the bath responds. In this slow limit, with $\hbar\omega_0$ and $\hbar\gamma$ small against $\sigma$, $M\simeq1-\omega_0^2t^2/2$ and

$$g\simeq\frac{\sigma^2t^2}{2\hbar^2}-\frac{i\lambda\omega_0^2t^3}{6\hbar}.$$

Two terms of the next order are omitted here. The real one, of order $t^4$ (with a logarithmic factor for strict Ohmic damping, because $\ddot C(0)$ diverges), is even in $t$, so by itself it changes the band symmetrically and does not displace the peak. The imaginary one, $+i\lambda\gamma\omega_0^2t^4/24\hbar$ for $t>0$, comes from the term $\gamma\omega_0^2t^3/6$ in $M$ and does displace it. The first term gives a Gaussian of full width at half maximum $\sqrt{8\ln2}\,\sigma$, which is 119.7 meV for $\sigma^2=2\lambda kT$; the computed width is 119.6 meV. The agreement is closer than the approximation warrants, because a Gaussian with the full variance would be 120.4 meV wide.

The second term is a third cumulant $k_3=\lambda(\hbar\omega_0)^2$. With $y=(E-E_v)/\sigma$, it multiplies the Gaussian by $1+(k_3/6\sigma^3)(y^3-3y)$. Near the maximum the logarithm is $-y^2/2-k_3y/2\sigma^3$, so the absorption peak lies $k_3/2\sigma^2$ below its mean. By mirror symmetry the emission peak lies as far above its own, and

$$E_{\rm abs}^{\rm peak}-E_{\rm em}^{\rm peak}\simeq2\lambda-\frac{(\hbar\omega_0)^2}{2kT}=100-1.9=98.1\ \text{meV}.$$

The computed peaks, at 1999.1 and 1900.9 meV, are 98.2 meV apart. The estimate leaves out the damping: the imaginary $t^4$ term moves each peak back toward its mean by about $\lambda\hbar\gamma(\hbar\omega_0)^2/(3\sqrt{\pi/2}\,\sigma^3)=0.1$ meV, which is the main part of the difference. The means are 2000 and 1900 meV, and their separation is $2\lambda=100$ meV (807 cm⁻¹).

## A fast bath

The peaks behave differently when the bath relaxes before $|\Phi_a|$ has decayed appreciably. Integrating the oscillator equation for $M$ from zero to infinity gives $\int_0^\infty M\,dt=\gamma/\omega_0^2$. At long times, therefore,

$$\mathrm{Re}\,g\to\Gamma t+\text{const},\quad\Gamma=\frac{2\lambda kT\gamma}{\hbar^2\omega_0^2},\qquad\mathrm{Im}\,g\to-\frac{\lambda t}\hbar+\theta,\quad\theta=\frac{\lambda\gamma}{\hbar\omega_0^2}.$$

This $\Gamma$ holds even when $\hbar\omega_0>kT$, because the time integral of $\mathrm{Re}\,C$ involves the modes at $\omega\to0$, which are classical at any finite temperature. The term $-\lambda t/\hbar$ moves the absorption line from $E_v$ down to $E_0$, and its conjugate moves emission from $E_v-2\lambda$ up to $E_0$. With $x=E-E_0$, the absorption line is proportional to

$$\mathrm{Re}\,\frac{e^{-i\theta}}{\hbar\Gamma-ix}=\frac{\hbar\Gamma\cos\theta+x\sin\theta}{(\hbar\Gamma)^2+x^2}.$$

For small $\theta$ its maximum is at $x\simeq\hbar\Gamma\theta/2$. Emission has the opposite displacement, so the peaks are $\hbar\Gamma\theta$ apart.

For $\lambda=1$ meV and $\hbar\omega_0=\hbar\gamma=50$ meV at 300 K, the width $2\hbar\Gamma$ is 2.07 meV, as is the computed one. Here $\theta=1(50)/50^2=0.02$, and the predicted peak separation is $1.034\times0.02=0.021$ meV, again the computed value. The means still differ by $2\lambda=2$ meV; the weak, broad wings of the bands carry that difference. Reading $\lambda$ from half the distance between peaks would here be wrong by a factor of about 100.

The numerical output also reports a comparison of (8) with an explicit finite bath. Relative to the largest $|g|$ in the time window, the deviation falls from 0.42% to 0.21% when the number of bath oscillators and the cutoff are both doubled, which is consistent with an error inversely proportional to the cutoff.

## Computed values

```
SLOW BATH, inputs
vertical gap E_v = 2000.0 meV
lambda = 50.0 meV
hbar omega0 = 10.0 meV, hbar gamma = 10.0 meV
T = 300 K, kT = 25.852 meV
hbar = 658.212 meV fs
LINE-SHAPE FUNCTION (dimensionless)
t = 10 fs: Re g = 0.3013, Im g = -0.0028, classical Re g = 0.2978
t = 20 fs: Re g = 1.1980, Im g = -0.0216, classical Re g = 1.1848
t = 40 fs: Re g = 4.6917, Im g = -0.1589, classical Re g = 4.6445
GAP VARIANCE
T = 30 K: full 460.0 meV^2, 2 lambda kT 258.5 meV^2, ratio 1.7794
T = 100 K: full 945.7 meV^2, 2 lambda kT 861.7 meV^2, ratio 1.0974
T = 300 K: full 2616.0 meV^2, 2 lambda kT 2585.2 meV^2, ratio 1.0119
T = 1000 K: full 8626.9 meV^2, 2 lambda kT 8617.3 meV^2, ratio 1.0011
BANDS AT 300 K
sqrt(2 lambda kT) = 50.84 meV = 410.1 cm^-1
full standard deviation = 51.15 meV
hbar omega0 / sigma = 0.196
Gaussian FWHM from 2 lambda kT = 119.7 meV
computed absorption FWHM = 119.6 meV
mean absorption energy = 2000.00 meV
mean emission energy = 1900.00 meV
mean Stokes shift = 100.00 meV = 806.6 cm^-1
absorption peak = 1999.12 meV
emission peak = 1900.88 meV
peak separation = 98.24 meV
estimate 2 lambda - (hbar omega0)^2/(2kT) = 98.07 meV
FAST BATH AT 300 K
lambda = 1.0 meV, hbar omega0 = 50.0 meV, hbar gamma = 50.0 meV
2 hbar Gamma = 2.068 meV
computed FWHM = 2.070 meV
2 lambda = 2.0 meV, peak separation = 0.021 meV
CHECKS
diagonalization, largest error = 1.1e-15
quadrature, largest relative error = 2.5e-08
explicit bath, 800 oscillators: relative error = 4.2e-03
explicit bath, 1600 oscillators: relative error = 2.1e-03
relaxed mean of U, explicit bath = -100.000 meV
```
